Mean ion energy below threshold does not rule out substrate loss

**The argument under review**

The author considers the ion step of a directional atomic layer etching process on tungsten. Singly charged argon ions cross a radio-frequency sheath and remove the chemically modified surface layer. For part of each step the layer has gone and bare metal is exposed. The argument runs:

"The mean ion energy is 30 eV. The sputtering threshold of bare tungsten is 35 eV. The ions therefore cannot sputter the metal, and the exposure may be prolonged without substrate loss."

Both energies may be accepted. The question is whether the conclusion follows from them.

**Where the inference fails**

Let f(E) be the normalized energy distribution of the arriving ions, and Y(E) the number of metal atoms removed by one ion of energy E. I keep the author's sharp threshold: Y = 0 for E ≤ E_th, and Y > 0 above. The loss per ion is

⟨Y⟩ = ∫ Y(E) f(E) dE = ∫_{E > E_th} Y(E) f(E) dE.

The second form follows because the part below threshold contributes nothing. What remains is positive if any finite fraction of the ions arrives above E_th. The author has evaluated Y(⟨E⟩), which is zero here, in place of ⟨Y⟩. Ions below the threshold lower the mean, but they do not cancel the sputtering done by ions above it. The manuscript must therefore supply the upper edge of the distribution.

**The mean energy and the spread have a common origin**

Take the sheath voltage as V(t) = V̄ + V₁ sin ωt. Energies are in eV and voltages in V, so a singly charged ion falling through V volts gains V eV. The electrode is fed through a capacitor, so the net charge reaching it in one cycle is zero.

With n the density at the sheath edge, M and m the ion and electron masses, and T_e the electron temperature in eV, the ions enter at the Bohm speed √(eT_e/M). Their flux is n√(eT_e/M). The electron flux is the thermal flux reduced by a Boltzmann factor, n√(eT_e/(2πm)) exp(−V/T_e). Equating the cycle averages gives

√(M/(2πm)) exp(−V̄/T_e) I₀(V₁/T_e) = 1,

because the average of exp[−(V₁/T_e) sin ωt] is the modified Bessel function I₀(V₁/T_e). Taking the logarithm,

V̄ = V_f + T_e ln I₀(V₁/T_e),  V_f = (T_e/2) ln[M/(2πm)].

The Bohm speed corresponds to an entry energy T_e/2, so the mean ion energy for a slow bias is E_m = V̄ + T_e/2.

For T_e = 3 eV and V₁ = 20 V, V_f = 14.0 V and the Bessel term adds 14.5 V. Thus V̄ = 28.5 V and E_m = 28.5 + 1.5 = 30.0 eV, the author's mean. In this model that mean comes with a voltage swing of 20 V on either side.

**The distribution for a slow bias**

If an ion crosses the sheath in a time short compared with the bias period, it gains the voltage present at its crossing:

E = E_m + V₁ sin φ.

For a constant entry flux the phase φ is uniform over 2π. Each energy inside the range is reached at two phases, so

f(E) = 2/(2π |dE/dφ|) = 1/(π √[V₁² − (E − E_m)²]).

The density is largest at the edges, where the voltage is stationary and many ions receive nearly the same energy. The peaks lie at 10 and 50 eV. The upper one is 15 eV above threshold.

To find the loss, write h for the half-width (here h = V₁) and d = E_th − E_m for the distance from mean to threshold. Put E = E_m + h cos θ, with θ uniform between 0 and π. For 0 < d < h, ions exceed the threshold when θ < α, where cos α = d/h. Their fraction is α/π. With d = 5.0 eV and h = 20 eV, α = 1.318 and the fraction is 0.42.

For a yield rising quadratically, Y = c(E − E_th)²,

⟨Y⟩ = (c/π) ∫₀^α (h cos θ − d)² dθ
= (c/π) [h²(α/2 + (sin 2α)/4) − 2hd sin α + d²α].

Since sin 2α = 2 sin α cos α and cos α = d/h, the term h²(sin 2α)/4 equals (hd/2) sin α. Hence

⟨Y⟩ = (c/π) [(h²/2 + d²)α − (3/2)hd sin α].

I set c by a yield of 0.02 at 70 eV: c = 0.02/35² = 1.63×10⁻⁵ eV⁻². The bracket is 225 × 1.318 − 150 × 0.968 = 151 eV², so ⟨Y⟩ = 7.9×10⁻⁴ atoms per ion.

The onset is gradual. Let h exceed d by a small amount δ. Then h cos θ − d ≈ δ − hθ²/2 and α ≈ √(2δ/h). With x = θ/α the integral becomes δ²α ∫₀¹(1 − x²)² dx = (8/15)δ²α, so

⟨Y⟩ ≈ (8c/(15π)) δ² √(2δ/h).

A small excess therefore gives a loss that a short etch might not reveal, although the loss is not zero.

**What this means in depth**

An ion current density of 0.1 mA/cm² for 30 s delivers 1.87×10¹⁶ ions/cm². The bcc lattice has two atoms per cube of edge 0.3165 nm, or 6.31×10²² atoms/cm³. The depth lost per cycle is

(1.87×10¹⁶ × 7.86×10⁻⁴)/(6.31×10²²) cm = 2.33×10⁻¹⁰ cm = 0.00233 nm.

After 200 cycles this is 0.47 nm, about one and a half lattice constants. The loss in one cycle is far below an atomic layer, but it accumulates.

**The same bias amplitude at a higher frequency**

The author might reply that the distribution is narrower at 13.56 MHz. That is a sound objection, and it needs the transit time.

Let U(x) be the static voltage drop from the sheath edge to depth x. For cold ions and no electrons in the sheath, the charge density is J/√(2eU/M), where J is the current density, and Poisson's equation reads

U″ = (J/ε₀) √(M/(2e)) U^(−1/2).

Multiply by 2U′ and integrate, with zero field at the edge:

U′² = (4J/ε₀) √(M/(2e)) U^(1/2).

Take the root, divide by U^(1/4) and integrate again. Then U^(3/4) is proportional to x, so U = V̄(x/s)^(4/3), and setting U(s) = V̄ gives

s² = (4ε₀/(9J)) √(2e/M) V̄^(3/2).

Here s = 1.15 mm. The ion speed is v_w(x/s)^(2/3), where v_w is the speed at the wall. Integrating dx/dt gives x/s = (t/τ)³ with τ = 3s/v_w. With the wall speed of a 30 eV ion, τ = 286 ns, listed in the output as the estimated transit time. An ion that starts at rest gains only 28.5 eV and takes slightly longer, 293 ns. An ion entering at the Bohm speed does not linger near the sheath edge. With w = (x/s)^(1/3), its crossing time in the static field is 3s√(M/(2eV̄)) ∫₀¹ w² dw/√(w⁴ + T_e/(2V̄)), about 180 ns. At high frequency, however, the energy spread is set mainly by the field and the ion speed at the wall, so τ = 3s/v_w is the time to use in the formula below.

Now hold the thickness and field profile fixed and let the voltage oscillate. Along the undisturbed path, (x/s)^(4/3) = u⁴ with u = t/τ. To first order in V₁, the oscillating field changes the energy of an ion entering at phase φ₀ by

ΔE = V₁ ∫₀¹ sin(ωτu + φ₀) 4u³ du.

Varying φ₀ gives the half-width

h = V₁ H(ωτ),  H(θ) = |4 ∫₀¹ u³ exp(iθu) du|.

Here θ stands for ωτ. For θ → 0 the integral is 1/4, so H → 1 and the slow result returns. For large θ, one integration by parts leaves the wall term, of magnitude 4/θ. The next term is smaller by a factor 3/θ and a quarter cycle out of phase, so it changes H only by a relative amount of order 1/θ². The energy gains and losses along most of the path largely cancel, and the last part leaves the main imprint.

At 13.56 MHz, ωτ = 24.4 and h = 3.3 eV. Since V₁/V̄ is 0.7, a first-order formula needs support. Newton's equation integrated through the same fixed-thickness sheath, with the full amplitude and the Bohm entry speed, gives energies from 26.7 to 33.4 eV, a half-width of 3.35 eV. All these ions lie below 35 eV, and the model loss is zero. The distribution still has two peaks. Two peaks alone are thus not enough for loss: the upper edge must pass the threshold.

At 0.4 MHz the same integration gives 10.3 to 49.9 eV and a loss of 0.46 nm in 200 cycles, close to the slow limit. Amplitude, mean voltage and current density are equal in the two cases. The mean energies, 30.2 and 29.7 eV, differ by less than 0.5 eV and are both below threshold, so the mean does not separate the lossy case from the other.

**Conditions the author could use instead**

In the slow limit, loss is absent when E_m + h ≤ E_th. At higher frequency the same condition, with h from the first-order formula, is an estimate. At 20 V amplitude this requires H ≤ 5.0/20 = 0.25. The estimate 4/θ = 0.25 gives θ = 16, and the full H gives a critical frequency of 8.8 MHz. This estimate is somewhat too low: trajectories with the full amplitude and the Bohm entry speed still reach 35.4 eV there, and their upper edge falls below threshold only near 9.6 MHz. Both frequencies belong to the fixed, electron-free Child profile, which here is only about four Debye lengths thick. A collisionless sheath with Boltzmann electrons and the same voltage is thicker and gives an upper edge of only about 33 eV at 9.6 MHz, so its critical frequency is lower.

If the frequency must stay low, the amplitude must fall. Since V̄ also rises with V₁, the condition V̄(V₁) + T_e/2 + V₁ = E_th has one solution, V₁ = 12.1 V, with a mean energy of 22.9 eV. For this ion, electron temperature and sinusoidal slow bias, the admissible mean is therefore 22.9 eV, not 35 eV.

**How far the numbers can be trusted**

The inputs are rough values in the regime of argon ions on tungsten, where the threshold is a few tens of eV. The bare-metal exposure, 30 s in each of 200 cycles, is long, and the depth scales in proportion to it. The current density is low for a dense plasma source. This matters at 13.56 MHz: in the trajectories, loss begins there if the sheath thins to about 0.71 of its computed thickness. The first-order formula gives 0.65, which overstates the margin. As s varies as J^(−1/2) at fixed voltage, a current density larger by a factor of roughly 1/0.71² ≈ 2.0 would suffice. The zero at 13.56 MHz belongs to these settings, not to the frequency alone.

For the slow-limit depth, the yield law is the largest uncertainty examined. A linear law Y = b(E − E_th) gives

⟨Y⟩ = (b/π)(h sin α − dα),

and, with the same yield at 70 eV, a slow-limit depth of 1.4 nm. Raising the threshold to 40 eV at fixed c gives 0.17 nm. Each change moves the depth by about a factor of three. A real threshold is also less sharp than the model's.

Real sheaths are not free of collisions. At 5 mTorr and 300 K, with a rough charge-exchange cross section of 5×10⁻¹⁵ cm², 87% of the ions would cross a sheath of the Child-law thickness without charge exchange at the peak voltage, where the sheath is thickest. Electrons inside the sheath, which that law omits, make it thicker. With Boltzmann electrons included, and counting the ions reborn by charge exchange, about 78 to 86% of the slow-limit ion loss remains as the field marking the sheath edge is taken from T_e per mean free path to T_e per Debye length. Doubly charged ions gain twice the energy. If they form 0.1% of the flux, an assumed value, they add about 3% to the loss at 0.4 MHz. At 13.56 MHz they replace zero by about 0.007 nm in 200 cycles. Real sheath voltages are not purely sinusoidal, the thickness oscillates, and electrons inside the sheath alter its thickness and field. With Boltzmann electrons and a self-consistent field, at the same sinusoidal voltage and without collisions, the upper edge at 13.56 MHz drops from 33.4 to about 32 eV. The 1.6 eV margin, the thickness ratio 0.71 and the current factor 2.0 are thus values of the fixed Child profile only. The effect of the waveform is not sized, so a measured distribution should decide a case with a margin of only a few eV.

**Requested correction**

The sentence "the ions cannot sputter the metal" should be withdrawn unless the author shows the ion energy distribution at the wafer, including its upper edge and any multiply charged ions. If part of it lies above threshold, the manuscript should report ⟨Y⟩ multiplied by the ion fluence on bare metal. The numerical output below gives most of the values used in this comment.

Computed values

```
Input sputtering threshold: 35 eV
Input yield at reference energy: 0.02 atoms/ion
Input reference energy: 70 eV
Input electron temperature: 3 eV
Input sheath voltage amplitude: 20 V
Input ion current density: 0.1 mA/cm2
Input bare-metal exposure per cycle: 30 s
Input number of cycles: 200
Input tungsten lattice constant: 0.3165 nm
Input low frequency: 0.4 MHz
Input high frequency: 13.56 MHz
Floating sheath voltage: 14.04 V
Mean sheath voltage: 28.5 V
Mean ion energy, slow limit: 30 eV
Lower peak, slow limit: 9.996 eV
Upper peak, slow limit: 50 eV
Fraction above threshold, slow limit: 0.4195
Yield evaluated at mean energy: 0 atoms/ion
Average yield, slow limit: 0.0007859 atoms/ion
Sheath thickness: 1.147 mm
Estimated ion transit time: 285.9 ns
High-frequency phase omega*tau: 24.36 rad
High-frequency half-width, formula: 3.275 eV
0.4 MHz trajectory mean energy: 30.17 eV
0.4 MHz trajectory minimum energy: 10.25 eV
0.4 MHz trajectory maximum energy: 49.92 eV
0.4 MHz trajectory fraction above threshold: 0.4225
0.4 MHz trajectory average yield: 0.0007819 atoms/ion
0.4 MHz depth lost in all cycles: 0.4642 nm
13.56 MHz trajectory mean energy: 29.73 eV
13.56 MHz trajectory minimum energy: 26.67 eV
13.56 MHz trajectory maximum energy: 33.37 eV
13.56 MHz trajectory fraction above threshold: 0
13.56 MHz trajectory average yield: 0 atoms/ion
13.56 MHz depth lost in all cycles: 0 nm
Ion fluence per cycle: 1.872e+16 ions/cm2
Tungsten atom density: 6.308e+22 atoms/cm3
Slow-limit depth lost in all cycles: 0.4666 nm
Critical frequency at 20 V amplitude: 8.843 MHz
Critical amplitude in slow limit: 12.1 V
Mean energy at critical amplitude: 22.9 eV
Slow-limit depth with linear yield law: 1.379 nm
Input higher trial threshold: 40 eV
Slow-limit depth at higher threshold: 0.1675 nm
Input gas pressure: 5 mTorr
Input gas temperature: 300 K
Input charge-exchange cross section: 5e-15 cm2
Uncollided fraction at peak voltage: 0.8715
Input doubly charged ion fraction: 0.001
Doubly charged contribution at 0.4 MHz: 2.274e-05 atoms/ion
Doubly charged contribution at 13.56 MHz: 1.239e-05 atoms/ion
Thickness ratio where 13.56 MHz loss starts: 0.6521
```
